# Equality of Kubo-Greenwood and Landauer Conductance for Any Two Cross-Sections

## 1. Definitions and conventions

Independent electrons move on a lattice with a Hermitian Hamiltonian $H$ of finite range. A finite device $D$ joins two semi-infinite periodic leads, $L$ and $R$, of finite width. Disorder, magnetic fields and spin mixing are allowed. $D$ is taken large enough that $H_{LR}=0$. Traces include spin, $e>0$, and $h=2\pi\hbar$. The conductance formulas below have the same form in Gaussian units and in SI.

A *profile* $P_c$ is diagonal in position, acts as the identity on spin, equals 0 far in the left lead and equals 1 far in the right lead. A sharp cross-section is a profile with values 0 and 1, and then $P_c$ counts the electrons to its right. The particle current is the rate of change of $P_c$:

$$J_c=\frac{i}{\hbar}[H,P_c]=\frac{K_c}{\hbar},\qquad (K_c)_{xy}=iH_{xy}\,(P_c(y)-P_c(x)). \tag{1}$$

Since $H$ has finite range and $P_c$ is constant far away, $K_c$ has finitely many nonzero elements.

Let $G^{r,a}=(E\pm i0-H)^{-1}$ and $A=i(G^r-G^a)=2\pi\,\delta(E-H)$. The leads are made infinite before the broadening goes to zero. The energy $E$ is the Fermi energy. It is not an energy at which a band of a lead has zero slope, such as a band edge, nor a bound-state energy of the full system or of the separated leads, so the site elements of all Green functions used here are finite.

The zero-temperature Kubo-Greenwood conductance for profiles $c,c'$ is

$$\mathcal G_{cc'}=\pi\hbar e^2\,\mathrm{Tr}[J_c\,\delta(E-H)\,J_{c'}\,\delta(E-H)]=\frac{e^2}{2h}\mathrm{Tr}[K_cAK_{c'}A]. \tag{2}$$

The second form follows from the prefactor $\pi\hbar e^2/(\hbar^2\,4\pi^2)=e^2/(4\pi\hbar)=e^2/(2h)$.

**Theorem.** Under these assumptions, for every pair of profiles, including $c=c'$,

$$\mathcal G_{cc'}=\frac{e^2}{h}\sum_{ab}|t_{ba}|^2, \tag{3}$$

where $t_{ba}$ is the flux-normalised amplitude from open channel $a$ of the left lead to open channel $b$ of the right lead.

## 2. Where the Kubo-Greenwood formula comes from

**Lemma 1.** Formula (2) is the dissipative linear response of the current through $c$ to a potential-energy step $-eVP_{c'}$, in the limit of zero frequency. For $c=c'$ it is the whole response in that limit.

*Proof.* Start with a large closed system with levels $E_n$ and occupations $f_n$. For $H'=-eVP_{c'}e^{-i\omega t}$, the first-order equation $i\hbar\,\delta\dot\rho=[H,\delta\rho]+[H',\rho_0]$ gives

$$\delta\rho_{nm}=\frac{(f_m-f_n)H'_{nm}}{\hbar\omega-(E_n-E_m)+i0}.$$

From (1), $(J_{c'})_{nm}=(i/\hbar)(E_n-E_m)(P_{c'})_{nm}$, hence $-eV(P_{c'})_{nm}=i\hbar eV(J_{c'})_{nm}/(E_n-E_m)$. Pairs of equal energy have $f_m=f_n$ and do not contribute. Multiplying $\mathrm{Tr}[J_c\delta\rho]$ by $e$ and dividing by $V$,

$$\mathcal G(\omega)=i\hbar e^2\sum_{mn}\frac{f_m-f_n}{E_n-E_m}\,\frac{(J_c)_{mn}(J_{c'})_{nm}}{\hbar\omega-(E_n-E_m)+i0}.$$

Now use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$. The delta part, with $1=\int dE\,\delta(E-E_m)$ inserted, is

$$\pi\hbar e^2\!\int\! dE\,\frac{f(E)-f(E+\hbar\omega)}{\hbar\omega}\,\mathrm{Tr}[J_c\,\delta(E+\hbar\omega-H)\,J_{c'}\,\delta(E-H)].$$

After the leads are made infinite, $\omega\to0$ turns the fraction into $-f'(E)$. At zero temperature this is a delta function at the Fermi energy, which gives (2).

For $c=c'$ the principal part is proportional to $\mathcal P\!\int d\epsilon\,F(\epsilon)/(\hbar\omega-\epsilon)$, where

$$F(\epsilon)=\sum_{mn}\frac{f_m-f_n}{E_n-E_m}|(J_c)_{nm}|^2\,\delta(\epsilon-E_n+E_m).$$

Exchanging $m$ and $n$ shows that $F$ is even. With infinite leads and a Fermi energy away from spectral singularities, $F$ is continuous with finite one-sided slopes at $\epsilon=0$. The limit $\omega\to0$ may then be taken inside, where the integrand is odd and the integral vanishes. $\square$

Here $V$ is the total imposed step, including any electrostatic response of the electrons. For $c\neq c'$, equation (2) is taken as the definition.

## 3. Independence of the cross-sections

**Lemma 2.** $HA=AH=EA$.

*Proof.* Subtract $(E-i0-H)G^a=1$ from $(E+i0-H)G^r=1$. The result is $(E-H)(G^r-G^a)=-i0\,(G^r+G^a)$, which vanishes element by element because the Green functions are finite. The product in the other order is treated in the same way. $\square$

**Lemma 3.** $\mathcal G_{cc'}$ does not depend on $c$ or on $c'$.

*Proof.* Replace $c$ by $d$ and let $Q=P_c-P_d$. Both profiles equal 0 far to the left and 1 far to the right, so $Q$ has finite support, and $K_c-K_d=i[H,Q]$. Then

$$\mathrm{Tr}([H,Q]AK_{c'}A)=\mathrm{Tr}(QAK_{c'}AH)-\mathrm{Tr}(QHAK_{c'}A)=(E-E)\,\mathrm{Tr}(QAK_{c'}A)=0.$$

The first term was rearranged cyclically, which is legitimate because $HQ$ and $K_{c'}$ have finite support and all sums are finite. The same argument applies to $c'$. $\square$

Physically, $Q$ counts the electrons between two cuts. Its rate of change has no matrix element between states of equal energy, so nothing accumulates there in the dc limit. The finite support of $Q$ is essential: a surface that fails to separate the leads is not a profile, and the lemma does not cover it. Smooth profiles are covered, so a potential that drops gradually across the device gives the same conductance as an abrupt step.

## 4. Evaluation at the device-lead interfaces

Let $g_L=(E\pm i0-H_{LL})^{-1}$ be the Green function of the separated left lead, and define $g_R$ likewise. The $LD$ block of $(E-H)G=1$ reads $(E-H_{LL})G_{LD}-H_{LD}G_{DD}=0$. This and the corresponding block of $G(E-H)=1$ give

$$G_{LD}=g_LH_{LD}G_{DD},\quad G_{LR}=g_LH_{LD}G_{DR},\quad G_{DL}=G_{DD}H_{DL}g_L, \tag{4}$$

with the same relations for $L\leftrightarrow R$. Inserted in the $DD$ block they give

$$G_{DD}=(E-H_{DD}-\Sigma_L-\Sigma_R)^{-1},\qquad \Sigma_L=H_{DL}g_LH_{LD},\qquad \Gamma_L=i(\Sigma^r_L-\Sigma^a_L),$$

and likewise for $R$. From here on $G$ without block labels, standing next to $\Gamma$ or $\Sigma$, means $G_{DD}$.

**Lemma 4.** Let $l$ be the cut between $L$ and $D$, and $r$ the cut between $D$ and $R$. Then

$$\mathrm{Tr}[K_lAK_rA]=\mathrm{Tr}[\Gamma_LG^r\Gamma_RG^a]+\mathrm{Tr}[\Gamma_LG^a\Gamma_RG^r]. \tag{5}$$

*Proof.* With $P_r=1_R$ and $P_l=1-1_L$, (1) gives $K_r=i(H_{DR}-H_{RD})$ and $K_l=i(H_{LD}-H_{DL})$. Let $\alpha,\beta$ each stand for retarded or advanced, and let $X=G^\alpha K_rG^\beta$. By (4),

$$X_{DD}=i\left(G^\alpha_{DD}H_{DR}G^\beta_{RD}-G^\alpha_{DR}H_{RD}G^\beta_{DD}\right)=iG^\alpha(\Sigma^\beta_R-\Sigma^\alpha_R)G^\beta .$$

Since $K_r$ touches $D$ and $R$ alone, (4) also gives $X_{LD}=g^\alpha_LH_{LD}X_{DD}$ and $X_{DL}=X_{DD}H_{DL}g^\beta_L$. Therefore

$$\mathrm{Tr}[K_lX]=i\,\mathrm{Tr}[H_{LD}X_{DL}-H_{DL}X_{LD}]=i\,\mathrm{Tr}[(\Sigma^\beta_L-\Sigma^\alpha_L)X_{DD}],$$

$$\mathrm{Tr}[K_lG^\alpha K_rG^\beta]=-\mathrm{Tr}[(\Sigma^\beta_L-\Sigma^\alpha_L)G^\alpha(\Sigma^\beta_R-\Sigma^\alpha_R)G^\beta].$$

For $\alpha=\beta$ this is zero. For $\alpha=r,\beta=a$ both differences equal $i\Gamma$, and $-(i)^2=1$. For $\alpha=a,\beta=r$ both equal $-i\Gamma$, and the sign is again $+1$. Finally $A\cdots A=-(G^r-G^a)\cdots(G^r-G^a)$, so the mixed terms enter (5) with a plus sign. $\square$

**Lemma 5.** The two traces in (5) are equal, with or without time-reversal symmetry.

*Proof.* Let $\Gamma=\Gamma_L+\Gamma_R$. From $(G^r)^{-1}-(G^a)^{-1}=i\Gamma$,

$$G^r-G^a=G^r[(G^a)^{-1}-(G^r)^{-1}]G^a=-iG^r\Gamma G^a .$$

The opposite order gives $-iG^a\Gamma G^r$. Hence $A_{DD}=G^r\Gamma G^a=G^a\Gamma G^r$. Multiply by $\Gamma_L$ and take the trace. The terms $\mathrm{Tr}[\Gamma_LG^r\Gamma_LG^a]$ and $\mathrm{Tr}[\Gamma_LG^a\Gamma_LG^r]$ are equal by cyclicity and cancel, which leaves the claim. $\square$

With $T=\mathrm{Tr}[\Gamma_LG^r\Gamma_RG^a]$, equations (2) and (5) give $\mathcal G_{lr}=(e^2/h)T$. By Lemma 3 every other pair gives the same value.

## 5. Identification with the Landauer conductance

**Lemma 6.** $T=\sum_{ab}|t_{ba}|^2$.

*Proof.* Let $\varphi_a$ be the eigenstates of the separated left lead at energy $E$, normalised to $\delta(E-E')$. Each has one incident wave, of amplitude $C$ and phase $k$ per period, and outgoing waves of equal total flux. On a half-line the incident wave contributes $\pi|C|^2\delta(k-k')=\pi|C|^2|dE/dk|\,\delta(E-E')$ to the norm. The outgoing waves contribute the same amount because their flux is the same. Hence $2\pi|C|^2|dE/dk|=1$, and the incident current is $|C|^2|dE/dk|/\hbar=1/h$.

When the lead is connected, the state becomes $\psi_a=\varphi_a+G^rH_{DL}\varphi_a$. Thus $\psi_D=G^r_{DD}H_{DL}\varphi_a$ and $\psi_R=g^r_RH_{RD}\psi_D$. Its current into the right lead is

$$\langle\psi_a|J_r|\psi_a\rangle=\frac{i}{\hbar}\left(\psi_D^\dagger H_{DR}\psi_R-\psi_R^\dagger H_{RD}\psi_D\right)=\frac{1}{\hbar}\psi_D^\dagger\Gamma_R\psi_D .$$

Sum over $a$ with $\sum_a\varphi_a\varphi_a^\dagger=i(g^r_L-g^a_L)/2\pi$. Since $H_{DL}\,i(g^r_L-g^a_L)H_{LD}=\Gamma_L$, the total is $\mathrm{Tr}[\Gamma_RG^r\Gamma_LG^a]/h$, which equals $T/h$ by cyclicity and Lemma 5. In terms of amplitudes, the same current is $\sum_{ab}|t_{ba}|^2/h$, because each incident wave carries $1/h$. $\square$

If the left reservoir fills its states to an energy $eV$ above the right one, the extra charge current at small $V$ is $e\cdot eV\cdot T/h$. This is the Landauer conductance $(e^2/h)T$, and the theorem is proved. $\blacksquare$

## 6. Two solvable cases

**Clean chain, both cuts on one bond.** Let the hopping element be $-t$, so that $E=-2t\cos k$ and $G^r_{xy}=e^{ik|x-y|}/(2it\sin k)$. On the bond $(0,1)$, $K_{01}=-it$ and $K_{10}=it$. Multiplying out the four products,

$$\mathrm{Tr}[KG^rKG^r]=2t^2\left[(G^r_{00})^2-(G^r_{01})^2\right]=i\cot k-1,$$

$$\mathrm{Tr}[KG^rKG^a]=2t^2\left(|G^r_{00}|^2-|G^r_{01}|^2\right)=0 .$$

The mixed terms give nothing. The conductance comes entirely from the retarded-retarded and advanced-advanced terms: $\tfrac12\mathrm{Tr}[KAKA]=-\tfrac12(-1-1)=1$. For separated interface cuts the roles are reversed. The transmission formula built from mixed terms alone therefore cannot be carried over to coincident cuts.

**One impurity.** Take the impurity site, with energy $\epsilon_0$, as the device. Each lead has $\Sigma^r=(E-iv)/2$ with $v=\sqrt{4t^2-E^2}$, so $\Gamma_L=\Gamma_R=v$ and $G^r=1/(-\epsilon_0+iv)$. Hence $T=v^2/(v^2+\epsilon_0^2)$.

This case tests the prefactor of the response formula in real time. A closed chain of 600 sites has $t=\hbar=1$, $\epsilon_0=1$, chemical potential $-0.5$ and thermal energy 0.02. Potential steps of $+0.02$ and $-0.02$ are switched on in separate runs. Half the difference of the two currents, which removes the part quadratic in the step, is averaged over the plateau. Times $h$ and divided by 0.02, it is 0.7890, 0.7890, 0.7894 and 0.7895 for four pairs of driving and measuring cuts. The thermal average of $T$ is 0.7894. In each pair the two cuts differ, and the current agrees with the theorem within 0.1% of $T$. This Hamiltonian is real, so $(J_c)_{mn}(J_{c'})_{nm}$ is real and the principal part vanishes at zero frequency by the evenness argument of Lemma 1. The run therefore tests the prefactor of (2), not the principal part in a magnetic field.

## 7. Example: a domain wall in a narrow ferromagnetic strip

A strip four atoms wide joins two oppositely magnetised leads through a wall of 12 columns. The magnetisation turns in the $xz$ plane in equal steps, at angle $\pi(j-\tfrac12)/12$ from $z$ in wall column $j$. With a spacing of 0.25 nm the wall is 3 nm long. The hopping is 1 eV, the exchange splitting 0.3 eV, and the Fermi energy lies 0.4 eV above the band centre. Two defect atoms have an on-site energy of 0.5 eV. They sit in the second row of the fifth wall column and in the third row of the ninth.

The transverse energies are $-2t\cos(n\pi/5)$, that is $\pm0.618$ and $\pm1.618$ eV. A channel is open if the Fermi energy, measured from its transverse and exchange energy, lies within $\pm2$ eV. For the lowest mode this distance is $0.4+1.618\pm0.15$ eV. It is 2.168 eV for majority spin, which is closed, and 1.868 eV for minority spin, which is open. The other three modes are open for both spins, so there are 7 channels.

Matching waves column by column, without Green functions, gives a transmission of 6.6231 and a reflection of 0.3769, which add to 7. With $e^2/h=38.7405\ \mu$S,

$$\mathcal G=6.6231\times38.7405\ \mu\mathrm S=256.6\ \mu\mathrm S=2.306\times10^{8}\ \mathrm{cm/s}.$$

The Kubo trace gives 6.62311284 for both cuts in mid-wall, for cuts in opposite leads, for a slanted cut with a straight one, and for a randomly ragged cut with a linear ramp. Over six profiles and three systems (108 pairs) the largest difference from the matched waves is $8\times10^{-15}$. One of these systems has magnetic flux and spin-orbit hopping, with transmission 5.807.

With uniform magnetisation, and the defects and Fermi energy held fixed, the conductance is 258.4 $\mu$S. With these defects, the resistance is therefore about 28 ohm, or 0.7%, higher with the wall than without it. This difference is not a property of the wall alone, because the wall also changes the scattering at the defects. Without defects it is about 1.5 ohm, and moving the first defect to the fourth column turns it into $-18$ ohm. It also depends on the shape of the wall: angles $\pi j/13$ give about 22 ohm, and the profile $2\arctan e^{(j-6.5)/2}$, cut off at the ends of the wall, gives 96 ohm.

**Coincident cuts.** With both cuts in mid-wall the mixed trace alone is 0.835, far from the transmission. The real part of the retarded-retarded trace is $-5.788$. For equal cuts the two mixed traces coincide, and the advanced-advanced trace is the complex conjugate of the retarded-retarded one, so $T=0.835+5.788=6.623$.

**Finite broadening.** If $i0$ is replaced by $i\eta$, Lemma 2 acquires a remainder proportional to $\eta$ and the cuts no longer agree. Compare two coincident cuts in the left lead with one cut in each lead, each cut lying one column outside the wall, so that the separated cuts are 14 columns apart. The traces differ by 0.0139, 0.138 and 1.25 for $\eta=0.1$, 1 and 10 meV. The growth is nearly linear at first, and at 10 meV the discrepancy is 19% of the transmission. It also grows with the distance between the cuts: 22 columns apart, the differences are 0.0218, 0.214 and 1.83.

**Spin current.** Define $K^s_c=\tfrac12(K_c\sigma_z+\sigma_zK_c)$. Expanding $i[H,P_c\sigma_z]$ in both orders and averaging gives, for two cuts with $Q=P_c-P_d$,

$$K^s_c-K^s_d=i[H,Q\sigma_z]-\tfrac12\left(Q\,i[H,\sigma_z]+i[H,\sigma_z]\,Q\right).$$

The first term drops out as in Lemma 3. The second is the torque between the cuts, and it survives where the magnetisation turns. With the driving cut in the left lead, the spin response in units of $e^2/h$ is $-0.933$ in the left lead, 0.023 in mid-wall and 0.939 in the right lead. The leads are magnetised along $\pm z$, so within a lead $[H,\sigma_z]=0$, and the value does not depend on the cut. A spin conductance in such a device thus needs a stated cross-section, whereas the charge conductance does not. Here $H$ is real, and the trace equals the spin current carried by the states incident from the left. This equality is not general: with the spin-orbit hopping used below, the trace in the left lead is $-0.823$ while those states carry $-0.807$.

**Relation to a real contact.** The spacing and splitting are rough values for fcc nickel. The 3 nm wall is far narrower than walls in bulk nickel and could be relevant in an atomic-scale constriction. A single orbital on a flat strip does not represent the $d$ bands or the geometry of nickel, so 256.6 $\mu$S is a model value.

The largest change among the estimates made here is that of the coherent transmission when phase coherence is lost. Take a rough mean free path $\ell=10$ nm between phase-breaking collisions at the highest speed in the band, $v=2ta/\hbar$, with $a$ the spacing. The loss energy in the wall is then $\hbar v/2\ell=ta/\ell=25$ meV. It is used for all channels, so the slower ones have shorter paths. The coherent transmission then falls to 4.41, by one third. This is not the conductance, since scattered electrons may still cross.

The other changes are smaller. The transmission is 6.598 at 300 K, 6.623 averaged over a 20 mV bias window, and 6.529 with a Rashba spin-orbit hopping of 0.1 eV inside the wall. For motion along the strip this hopping turns the spin about the same axis as the wall does, so its sign matters. The opposite sign gives 6.656, and the resistance difference with and without the wall is $+45$ ohm for the first sign and $-30$ ohm for the second. These are shifts of the transmission with the wall present. Similar shifts can occur without the wall, so they do not by themselves give the change in the wall's resistance. The 28 ohm is the value for this idealised model with these two defects, at zero temperature and without spin-orbit hopping.

A narrow band was also computed, with hopping 0.25 eV, Fermi energy and defects scaled in proportion, and the splitting held at 0.3 eV. It gives 6.618 with the wall and 6.653 without. The drop of 0.035 is smaller than in the broad band, although the splitting is larger relative to the hopping. These two cases do not establish a trend, and the order depends on the defects: without them the drop is 0.009 in the narrow band and 0.003 in the broad one. The numerical output lists the main inputs and results.

## Numbers as computed

```
CLOSED CHAIN AFTER A VOLTAGE STEP (hopping = hbar = 1)
sites 600, impurity 1.0, mu -0.5, kT 0.02, step 0.02
h*current/step, four cut pairs: 0.7890 0.7890 0.7894 0.7895
thermally averaged transmission: 0.7894
DOMAIN-WALL STRIP: INPUTS
width 4 atoms, wall 12 columns, spacing 0.25 nm
wall length: 3 nm
hopping: 1 eV
exchange splitting: 0.3 eV
Fermi energy from band centre: 0.4 eV
on-site energy of each of two defects: 0.5 eV
RESULTS AT ZERO TEMPERATURE
open channels in left lead: 7
transmission with wall (wave matching): 6.62311
reflection with wall: 0.376887
transmission, uniform magnetisation: 6.67035
transmission with flux 0.3 rad/cell and spin-orbit: 5.80665
Kubo trace, cuts left lead / right lead: 6.62311284
Kubo trace, cuts mid wall / mid wall: 6.62311284
Kubo trace, cuts slanted / left lead: 6.62311284
Kubo trace, cuts ragged / ramp: 6.62311284
largest |Kubo - Landauer|, 108 cut pairs: 8.0e-15
e^2/h: 38.7405 uS
conductance with wall: 256.582 uS
same in Gaussian units: 2.30605e+08 cm/s
conductance, uniform: 258.412 uS
resistance added by wall: 27.6 ohm
WHERE CARE IS NEEDED
|retarded-retarded trace|, separated cuts: 5.9e-16
real part of it, both cuts mid wall: -5.7879
retarded-advanced part alone, both mid wall: 0.83525
cut dependence at broadening 0.1 meV: 0.0139
cut dependence at broadening 1 meV: 0.138
cut dependence at broadening 10 meV: 1.25
spin response (units e^2/h), cut left lead: -0.9331
spin response (units e^2/h), cut mid wall: 0.0231
spin response (units e^2/h), cut right lead: 0.9388
SIZE OF NEGLECTED EFFECTS (transmission with wall)
at 300 K: 6.5981
averaged over a 20 mV bias window: 6.6229
loss energy for 10 nm mean free path: 25 meV
coherent part with that loss: 4.4099
with spin-orbit hopping 0.1 eV: 6.5291
narrow band, hopping 0.25 eV, with wall: 6.6182
narrow band, uniform magnetisation: 6.6532
```
